# Leave-One-Out Residuals of a Gaussian Process Without Refitting

A surrogate model replaces an expensive free-energy calculation by a regression through a few computed values. One way to judge it is to remove each value in turn, predict it from the others, and record the miss. This problem asks what that costs for a Gaussian process, and what the misses do and do not reveal.

**Setting.** There are $n\ge2$ labels $y_i=f(x_i)+e_i$. The function $f$ is a Gaussian process of mean zero with kernel $k(x,x')$, and $k(x_i,x_i)>0$. The errors $e_i$ are Gaussian, independent of each other and of $f$, with mean zero and known variances $s_i^2>0$. Define

$$K_{ij}=k(x_i,x_j),\quad S=\mathrm{diag}(s_i^2),\quad C=K+S,\quad Q=C^{-1},\quad \alpha=Qy .$$

$C$ is the covariance matrix of the labels, and $\alpha$ holds the regression weights: the fitted function is $\sum_j k(x,x_j)\alpha_j$. The kernel, its hyperparameters and the noise variances stay the same whichever label is removed. A known mean function may be subtracted beforehand if it was fixed without looking at the labels.

For a chosen point $i$, let $z$ be the vector of the other $n-1$ labels, $A$ the matrix $C$ without row and column $i$, and $c$ the column $i$ of $C$ without its entry $C_{ii}$.

## (a) Predicting one label from the others

*Find the mean $m_i$ and variance $v_i$ of $y_i$ given $z$, and the corresponding results for $f(x_i)$.*

**Solution.** $K$ is positive semidefinite and $S$ is positive definite, so $C$ is positive definite. So is its principal submatrix $A$, which is therefore invertible. Consider

$$u=y_i-c^TA^{-1}z .$$

Since $\langle zz^T\rangle=A$ and $\langle y_iz^T\rangle=c^T$, its covariance with the other labels is

$$\langle uz^T\rangle=c^T-c^TA^{-1}A=0 .$$

Jointly Gaussian variables with zero covariance are independent, so knowing $z$ does not change the distribution of $u$, whose mean is zero. Given $z$, then, $y_i=c^TA^{-1}z+u$ has mean and variance

$$m_i=c^TA^{-1}z,$$

$$v_i=\langle u^2\rangle=C_{ii}-2c^TA^{-1}c+c^TA^{-1}AA^{-1}c=C_{ii}-c^TA^{-1}c .$$

For the function value, note that $e_i$ is independent of $z$. Hence $\langle f(x_i)z^T\rangle=c^T$ as well, and the same argument gives the same mean $m_i$. The prior variance is now $K_{ii}=C_{ii}-s_i^2$, so the predictive variance is $v_i-s_i^2$. The two variances answer different questions: $v_i$ is the spread expected of a new noisy label, $v_i-s_i^2$ the uncertainty of the underlying function.

The latter is positive. With $w=A^{-1}c$ it is the variance of $f(x_i)-w^Tz$, in which the errors contained in $z$ contribute $\sum_jw_j^2s_j^2$. This vanishes only for $w=0$, and then the variance is $K_{ii}>0$. Therefore $v_i>s_i^2$.

## (b) All the residuals from one inverse

*Part (a) appears to need a new matrix $A$ for every $i$. Express $r_i=y_i-m_i$ and $v_i$ through quantities of the full fit.*

**Solution.** Let $q$ be column $i$ of $Q$ without its entry $Q_{ii}$. Column $i$ of $CQ=I$ contains one equation from row $i$ and $n-1$ equations from the other rows:

$$C_{ii}Q_{ii}+c^Tq=1,\qquad cQ_{ii}+Aq=0 .$$

The second gives $q=-Q_{ii}A^{-1}c$. Inserted in the first,

$$Q_{ii}\left(C_{ii}-c^TA^{-1}c\right)=1\quad\Rightarrow\quad v_i=\frac1{Q_{ii}} .$$

Because $Q$ is symmetric, $q^T$ is also the rest of row $i$. The weight of point $i$ is thus

$$\alpha_i=Q_{ii}y_i+q^Tz=Q_{ii}\left(y_i-c^TA^{-1}z\right)=Q_{ii}(y_i-m_i),$$

where the symmetry of $A^{-1}$ was used. Division by $Q_{ii}>0$ gives

$$\boxed{\,r_i=y_i-m_i=\frac{\alpha_i}{Q_{ii}}\,}$$

Every quantity on the right belongs to the fit with all labels, yet $m_i$ does not depend on $y_i$. Writing out $\alpha_i$ shows why:

$$m_i=y_i-\frac{1}{Q_{ii}}\sum_jQ_{ij}y_j=-\sum_{j\ne i}\frac{Q_{ij}}{Q_{ii}}\,y_j .$$

The term in $y_i$ cancels, and the weight of label $j$ in the prediction at $i$ is $W_{ij}=-Q_{ij}/Q_{ii}$, with $W_{ii}=0$.

Two labels give a check by hand. For

$$C=\begin{pmatrix}a&b\\b&d\end{pmatrix},\qquad Q=\frac1{ad-b^2}\begin{pmatrix}d&-b\\-b&a\end{pmatrix},$$

the determinant cancels in the ratio and $\alpha_1/Q_{11}=y_1-(b/d)y_2$. This is label 1 minus its prediction from label 2 alone.

As for cost, a Cholesky factorization takes about $n^3/3$ operations, and forming the inverse from it about $2n^3/3$ more. Refitting from scratch takes $n$ factorizations of size $n-1$, about $n^4/3$ operations. The saving is a factor of about $n/3$ for large $n$. Only the diagonal of $Q$ is needed, and it follows from the inverse of the triangular factor alone (about $n^3/3$), which raises the saving to about $n/2$. One full fit is still needed.

## (c) Relation to the ordinary fit residual

*How does $r_i$ compare with the miss of the full fit at its own training point? Examine the limits of a well-surrounded point, an isolated point and vanishing noise.*

**Solution.** The fitted values at the training points are $K\alpha$. With $K=C-S$ and $C\alpha=y$,

$$y-K\alpha=y-C\alpha+S\alpha=S\alpha .$$

The fit residual is therefore

$$y_i-(K\alpha)_i=s_i^2\alpha_i=s_i^2Q_{ii}\,r_i=\frac{s_i^2}{v_i}\,r_i .$$

By part (a) the factor $s_i^2/v_i$ lies between 0 and 1. The fit residual has the same sign as the leave-one-out residual and is smaller, because the label has pulled the curve towards itself.

- **Well-surrounded point.** If the other labels determine $f(x_i)$ closely, $v_i\to s_i^2$ and the factor tends to 1. Removing the label then hardly matters.
- **Isolated point.** If $c\to0$, then $m_i\to0$ and $v_i\to K_{ii}+s_i^2$. The leave-one-out residual is the whole label, while the fit residual is the fraction $s_i^2/(K_{ii}+s_i^2)$ of it.
- **Vanishing noise.** If $K$ is invertible and all $s_i\to0$, the curve passes through every label and the fit residuals vanish. The ratio $\alpha_i/Q_{ii}$ stays finite and still measures prediction. If two inputs coincide, $K$ is singular and this limit cannot be taken by inverting $K$.

## (d) Joint statistics of the residuals

*If the model is correct, what are the covariances of the $r_i$, and how should the mean square of $r_i/\sqrt{v_i}$ be read?*

**Solution.** Let $D$ be the diagonal matrix of the $Q_{ii}$. Then $r=D^{-1}Qy$, and with $\langle yy^T\rangle=C$

$$\langle rr^T\rangle=D^{-1}QCQD^{-1}=D^{-1}QD^{-1}.$$

The diagonal entries are $1/Q_{ii}=v_i$, as they must be. The standardized residuals $t_i=r_i/\sqrt{v_i}$ have unit variance and covariance matrix $P_{ij}=Q_{ij}/\sqrt{Q_{ii}Q_{jj}}$, so the expected mean of $t_i^2$ is 1.

They are not independent in general. For zero-mean Gaussian variables $\mathrm{cov}(t_i^2,t_j^2)=2P_{ij}^2$, and the variance of the mean of $t_i^2$ is

$$\frac{2}{n^2}\sum_{ij}P_{ij}^2\ge\frac2n .$$

Equality holds when the residuals are uncorrelated. Correlation makes this diagnostic noisier than $n$ independent draws would be.

## (e) A free-energy surrogate from 300 to 1200 K

*Apply the result to the vibrational Helmholtz free energy per atom of a silicon-like crystal, and interpret the residuals.*

**Solution.** The labels are model values, not a first-principles calculation. A Debye spectrum with $\theta_D=640$ K gives

$$F_D=3k_BT\int_0^1 3u^2\ln\!\left[2\sinh\frac{\theta_Du}{2T}\right]du .$$

To this are added synthetic independent errors of standard deviation 1 meV, standing for sampling error. The fixed baseline $F_E=3k_BT\ln[2\sinh(\theta_E/2T)]$ with $\theta_E=500$ K is subtracted, so that a mean of zero is a reasonable prior. The kernel is $a^2\exp[-(T-T')^2/2\ell^2]$, with $a=20$ meV and $\ell=400$ K chosen in advance. All energies are per atom.

| $T$ (K) | $y$ (meV) | $\alpha$ (1/meV) | $Q_{ii}$ (1/meV²) | $r$ (meV) | $m$, refit (meV) |
|---|---|---|---|---|---|
| 300 | −4.85 | 0.985 | 0.1585 | 6.21 | −11.06 |
| 400 | −11.62 | −2.091 | 0.5851 | −3.57 | −8.05 |
| 500 | −10.86 | 1.241 | 0.5893 | 2.11 | −12.96 |
| 600 | −14.06 | −0.021 | 0.6427 | −0.03 | −14.03 |
| 700 | −16.17 | −0.114 | 0.6402 | −0.18 | −15.99 |
| 800 | −18.16 | 0.382 | 0.6402 | 0.60 | −18.76 |
| 900 | −22.19 | −0.884 | 0.6427 | −1.38 | −20.82 |
| 1000 | −22.63 | 1.009 | 0.5893 | 1.71 | −24.35 |
| 1100 | −25.50 | −0.823 | 0.5851 | −1.41 | −24.09 |
| 1200 | −23.54 | 0.279 | 0.1585 | 1.76 | −25.30 |

At 1200 K the shortcut gives $0.2787/0.1585=1.76$ meV. The explicit refit gives $-23.54-(-25.30)=1.76$ meV. Over the ten points the two agree to $1.3\times10^{-13}$ meV, which is rounding error.

The predictive deviation of the 1200 K label is $1/\sqrt{0.1585}=2.51$ meV, and that of the function $\sqrt{2.51^2-1^2}=2.30$ meV. At 700 K the label deviation is 1.25 meV. The end points are less certain because they are extrapolated from one side. The fit residual at 1200 K is $0.1585\times1.76=0.28$ meV. Over all points the fit residuals have an rms of 0.98 meV, against 2.57 meV for leave-one-out.

The model correlation between the residuals at 700 and 800 K is $-0.456$. These points have equal $Q_{ii}$, so part (b) gives the label at 800 K a weight of $+0.456$ in the prediction at 700 K. An upward error at 800 K raises its own residual and lowers its neighbour's.

The rms standardized residual is 1.45, so the mean square is 2.1 instead of 1. By part (d) its standard deviation here is 0.59 (0.45 for independent residuals), and a correct model exceeds 2.1 in about 5% of data sets. The main cause is the label errors, which a comparison with the noise-free values reveals. Using $\ln[2\sinh(x/2)]=\ln x+x^2/24+\dots$, $\int_0^13u^2\ln u\,du=-1/3$ and $\int_0^13u^4du=3/5$,

$$F_D-F_E\approx k_BT\left[3\ln\frac{\theta_D}{\theta_E}-1\right]+\frac{k_B}{8T}\left[\frac35\theta_D^2-\theta_E^2\right].$$

This gives $-6.9$, $-9.1$, $-20.2$ and $-26.9$ meV at 300, 400, 900 and 1200 K. The label errors there are about $+2.0$, $-2.6$, $-2.0$ and $+3.3$ meV. Their squares alone sum to about 26 meV², whereas ten errors of nominal size would give 10 on average. This draw of the noise is unusually large.

The largest of these errors, $+3.3$ meV at 1200 K, leaves a residual of only 1.76 meV, because the prediction there is itself about 1.6 meV too high. At 300 K the prediction is about 4.2 meV too low, and the residual of 6.21 meV is three times the label's own error. A leave-one-out residual thus combines two errors and does not by itself identify a bad label.

## (f) Where the shortcut or its reading fails

*Consider hyperparameters re-optimized in each fold, centring on the data, and errors shared between labels.*

**Solution.** *Re-optimization.* If the hyperparameters depend on which label is missing, each fold has its own $C$, and one inverse no longer serves them all. With the noise held at 1 meV, maximizing the marginal likelihood over a grid gives $a=17.1$ meV and $\ell=1046$ K for all ten labels. In the separate folds $\ell$ ranges from 357 to 1880 K, so ten labels fix it poorly. The grid is coarse (steps of about 10% in $\ell$): a continuous search gives $a=17.5$ meV, $\ell=1017$ K and a fold range of 359 to about 1750 K. The all-label likelihood also has a second maximum near $\ell=420$ K, lower in its logarithm by less than 1. Compared with the shortcut at the all-label optimum, re-optimization on this grid changes a residual by up to 2.4 meV (about 0.1 meV less with a continuous search), comparable to the rms residual itself, which is about 2.1 meV at the continuous all-label optimum and 2.57 meV at the hyperparameters of part (e).

*Centring.* Suppose the mean $\bar y$ of all labels is subtracted first. The held-out label then leaks into its own prediction. An honest fold subtracts the mean $\bar y_{-i}$ of the remaining labels. With $\sigma_i=\sum_jW_{ij}$, the two residuals are

$$r_i-\bar y(1-\sigma_i)\quad\text{and}\quad r_i-\bar y_{-i}(1-\sigma_i).$$

From $W_{ij}=-Q_{ij}/Q_{ii}$ it follows that $1-\sigma_i=\sum_jQ_{ij}/Q_{ii}$, so the honest version also needs no refit. At the fixed hyperparameters of part (e), the two differ by at most 0.06 meV.

*Correlated errors.* Let the errors have covariance $N$ while the surrogate still assumes independence and keeps its weights $W$. The error part of the prediction is $We$, and that of the residual is $e-We$. Point by point,

$$\langle(e-We)_i^2\rangle=N_{ii}+\langle(We)_i^2\rangle-2(WN)_{ii}.$$

For independent errors the last term vanishes because $W_{ii}=0$. The rms values over the ten points are then 1.44 meV for the residual and 1.04 meV for the prediction, and indeed $1.44^2\approx1.04^2+1^2$. Now let the errors keep their size but be correlated as $\exp(-|T-T'|/300\,\mathrm K)$, a simple model of errors shared between neighbouring temperatures. The residual part falls to 0.72 meV, while the part of the true prediction error that comes from the label errors remains 1.02 meV. Leave-one-out now understates the error, since the neighbours share the mistake of the removed label. If errors are shared only within known groups, removing a whole group at a time makes the removed errors independent of the remaining labels again. This tests prediction without the whole group, which is usually a harder task. The exponential correlation used here has no such separate groups, so removing neighbouring pairs would only reduce the problem.

*Smooth systematic errors.* The extreme case is a label source that is wrong everywhere in a smooth way. Raising $\theta_D$ by 5% shifts the labels by 10.5 meV rms. The residuals are linear in the labels, and their change is 0.28 meV rms, under 3% of the shift. Leave-one-out tests whether the surrogate reproduces its source of labels, not whether that source is right.

## (g) How far the example is from real silicon

*Estimate at 1200 K the physical effects missing from the labels, and compare them with the surrogate's error.*

**Solution.** The temperature range overlaps that of wafer anneals, and 640 K is a rough Debye temperature for silicon. All inputs below are likewise rough.

- **Vibrational spectrum.** Real silicon has distinct acoustic and optical branches, which one Debye temperature cannot represent in detail. An error of 5% in $\theta_D$ moves the free energy by 15.4 meV, close to the classical estimate $3k_BT\ln1.05=15.1$ meV. For silicon 5% is probably too small. With 640 K the Debye entropy at 298 K is 16.9 J/(mol K), against the tabulated 18.8. Matching it requires about 580 K, 9% lower, which would move the free energy at 1200 K by about $-30$ meV.
- **Anharmonicity.** Assume that at fixed volume all frequencies soften in proportion to $T$, reaching 3% at 1200 K. Integrating the extra entropy gives $-4.4$ meV. The classical estimate is $-\tfrac32k_BT\times0.03=-4.7$ meV; the factor one half arises because the softening builds up with temperature.
- **Thermal expansion.** A linear coefficient of $4\times10^{-6}$ K$^{-1}$ over 900 K gives a volume strain of $3\times4\times10^{-6}\times900=1.08\%$. With a Grüneisen parameter of 0.5 the vibrational part changes by $-1.7$ meV. The accompanying rise in static lattice energy is not included and opposes this.
- **Thermal carriers.** With a gap of 0.8 eV and effective densities of states of the conduction and valence bands of $3\times10^{19}$ and $2\times10^{19}$ cm$^{-3}$ at 300 K, scaled as $T^{3/2}$, the intrinsic density is $4\times10^{18}$ cm$^{-3}$. As a dilute gas, electrons and holes contribute $-2n_ik_BT$ per volume, or $-0.02$ meV per atom at $5\times10^{22}$ atoms per cm³.

The leave-one-out predictions differ from the noise-free model values by 1.7 meV rms over the ten points. At 1200 K itself the full fit is about 3.0 meV too high: the label error of $+3.3$ meV less the fit residual of 0.28 meV. A 5% error in $\theta_D$ would matter about five times as much, and the anharmonic estimate also exceeds the fit error. For these inputs, a more realistic physical model behind the labels could therefore improve the absolute free energy at 1200 K more than a better regression would. The identity of part (b) is unaffected, since it holds for any label values; what changes is the physical meaning of a small residual. The numerical output below lists the values at higher precision.

## Calculated quantities

```
Debye temperature 640 K, Einstein baseline 500 K
kernel amplitude 20 meV, length 400 K, noise 1.0 meV
number of labels 10, condition number of C 2795
T(K) label(meV) alpha(1/meV) Q_ii(1/meV^2) LOO(meV) refit pred(meV) sd(meV)
  300   -4.8452   0.98493   0.15849    6.2143  -11.0596  2.5119
  400  -11.6241  -2.09066   0.58508   -3.5733   -8.0508  1.3074
  500  -10.8572   1.24085   0.58932    2.1056  -12.9628  1.3026
  600  -14.0607  -0.02096   0.64265   -0.0326  -14.0281  1.2474
  700  -16.1688  -0.11424   0.64017   -0.1785  -15.9904  1.2498
  800  -18.1584   0.38211   0.64017    0.5969  -18.7552  1.2498
  900  -22.1914  -0.88411   0.64265   -1.3757  -20.8157  1.2474
 1000  -22.6335   1.00877   0.58932    1.7117  -24.3452  1.3026
 1100  -25.4979  -0.82292   0.58508   -1.4065  -24.0914  1.3074
 1200  -23.5416   0.27874   0.15849    1.7587  -25.3003  2.5119
largest gap, shortcut vs explicit refits: 1.3e-13 meV
largest gap, shortcut vs density quadrature: 8.2e-14 meV
largest gap, 25 points in 2D, unequal noise: 6.5e-15 (label units)
rms LOO residual 2.571 meV, rms fit residual 0.980 meV
rms LOO prediction minus noise-free value 1.710 meV
rms standardized LOO residual 1.451
factor noise^2*Q_ii: min 0.1585, max 0.6427
fit residual at 1200 K 0.2787 meV, factor 0.1585
sd of latent f at 1200 K 2.3042 meV
model correlation of LOO residuals at 700 and 800 K -0.456
likelihood optimum, all labels: amplitude 17.1 meV, length 1046 K
fold optimum lengths: 357 to 1880 K
largest LOO change from re-optimizing per fold 2.410 meV
largest LOO error from centring on all labels 0.0581 meV
independent noise: rms LOO part 1.441, true error part 1.038 meV
correlated noise (300 K): rms LOO part 0.716, true error part 1.023 meV
Debye temperature +5%: shift at 1200 K 15.36 meV
  rms over labels 10.47 meV, rms seen by LOO 0.281 meV
anharmonic softening 3% at 1200 K: -4.41 meV
expansion coefficient 4e-06 1/K, Grueneisen parameter 0.5
  volume strain 1.08%, vibrational shift -1.70 meV
carrier inputs: Nc 3e+19, Nv 2e+19 cm^-3 at 300 K, gap 0.8 eV, 5e+22 atoms/cm^3
carriers at 1200 K: 4.1e+18 cm^-3, free energy -0.0169 meV/atom
```
